\section*{Naive error bars and the blocking curve of an autoregressive series}

\section*{The setting}

A variational Monte Carlo run produces a series of local energies $x_1,\dots,x_N$, and their average $\bar x$ estimates the energy. Successive values come from neighbouring points of a random walk and are therefore correlated. As a model of this correlation, take the first-order autoregressive series
\begin{equation}
x_{t+1}-\mu=\rho\,(x_t-\mu)+\eta_t ,\qquad -1<\rho<1 .
\label{eq:ar}
\end{equation}
The noise $\eta_t$ has mean zero and variance $\sigma^2(1-\rho^2)$. It is uncorrelated with the noise at other times and with all values $x_s$, $s\le t$. The first value $x_1$ has mean $\mu$ and variance $\sigma^2$. No Gaussian assumption is made until part (f). The model has a single decay time. The correlations of a real random walk need not follow one exponential, and its measured lag-one correlation, inserted for $\rho$ in the formulas below, can then misjudge the error considerably.

Angle brackets denote the average over many independent runs, and $\delta_t=x_t-\mu$. The true error of the mean of $n$ successive values is $\sqrt{V_n}$, where $V_n$ is the variance of that mean.

\section*{Part (a): correlations}

\textbf{Question.} Show that the variance of $x_t$ does not depend on $t$, and find the covariance of two values $k$ steps apart.

\textbf{Answer.} Averaging \eqref{eq:ar} gives $\langle\delta_{t+1}\rangle=\rho\langle\delta_t\rangle$. Since $\langle\delta_1\rangle=0$, all the means vanish. Now square \eqref{eq:ar} and average. The cross term $2\rho\langle\delta_t\eta_t\rangle$ is zero, so if $\langle\delta_t^2\rangle=\sigma^2$, then
\begin{equation}
\langle\delta_{t+1}^2\rangle=\rho^2\sigma^2+\sigma^2(1-\rho^2)=\sigma^2 .
\end{equation}
The variance starts at $\sigma^2$ and hence stays there.

For $k\ge1$, write $\delta_{t+k}=\rho\,\delta_{t+k-1}+\eta_{t+k-1}$, multiply by $\delta_t$ and average. The noise is uncorrelated with the earlier value $\delta_t$, so
\begin{equation}
\langle\delta_{t+k}\delta_t\rangle=\rho\,\langle\delta_{t+k-1}\delta_t\rangle .
\end{equation}
Applying this $k$ times brings us down to the variance:
\begin{equation}
\langle\delta_{t+k}\delta_t\rangle=\sigma^2\rho^{k},\qquad k\ge 0 .
\label{eq:cov}
\end{equation}
For $\rho>0$ the memory decays exponentially. For $\rho<0$ it also alternates in sign, so that neighbouring values are anticorrelated.

\section*{Part (b): the true error of a mean}

\textbf{Question.} Find $V_n$ in closed form for every $n\ge1$.

\textbf{Answer.} The mean of $n$ values deviates from $\mu$ by $n^{-1}\sum_t\delta_t$. Squaring gives $n$ diagonal terms and, for each distance $k$, $2(n-k)$ ordered pairs. With \eqref{eq:cov},
\begin{equation}
V_n=\frac{\sigma^2}{n^2}\,(n+2S_n),\qquad
S_n=\sum_{k=1}^{n-1}(n-k)\rho^k .
\label{eq:pairs}
\end{equation}
To sum $S_n$, note that in the double sum $\sum_{m=1}^{n-1}\sum_{k=1}^{m}\rho^k$ the power $\rho^k$ occurs for $m=k,\dots,n-1$, which is $n-k$ times. The double sum is therefore $S_n$. Two geometric sums give
\begin{align}
S_n&=\sum_{m=1}^{n-1}\frac{\rho(1-\rho^m)}{1-\rho}
=\frac{\rho}{1-\rho}\left[n-1-\frac{\rho-\rho^n}{1-\rho}\right]\nonumber\\
&=\frac{\rho}{1-\rho}\left[n-\frac{1-\rho^n}{1-\rho}\right].
\end{align}
The last step used $1+(\rho-\rho^n)/(1-\rho)=(1-\rho^n)/(1-\rho)$. Insert this in \eqref{eq:pairs} and use $1+2\rho/(1-\rho)=(1+\rho)/(1-\rho)$:
\begin{equation}
V_n=\frac{\sigma^2}{n}\,g(n),\qquad
g(n)=G-\frac{c\,(1-\rho^n)}{n},
\label{eq:V}
\end{equation}
\begin{equation}
G=\frac{1+\rho}{1-\rho},\qquad c=\frac{2\rho}{(1-\rho)^2}.
\end{equation}
Two checks: $g(1)=G-2\rho/(1-\rho)=1$, as it must for a single value, and
\begin{equation}
g(2)=\frac{1+\rho}{1-\rho}-\frac{\rho(1+\rho)}{1-\rho}=1+\rho ,
\end{equation}
which agrees with \eqref{eq:pairs} for $n=2$.

The factor $g(n)$ compares the series with uncorrelated data, for which $V_n=\sigma^2/n$. In this sense the series is worth $n/g(n)$ independent values.

\section*{Part (c): the naive error bar}

\textbf{Question.} The naive squared error bar is $e_1^2=s^2/N$, where $s^2=\sum_t(x_t-\bar x)^2/(N-1)$ and $N\ge2$. By what factor does the true error differ from the root-mean-square (rms) naive bar? What is the factor for a long series, and when is the naive bar too small?

\textbf{Answer.} For any $M$ numbers $y_j$ with average $\bar y$, expand $y_j-\bar y=(y_j-\mu)-(\bar y-\mu)$ and use $\sum_j(y_j-\mu)=M(\bar y-\mu)$. The cross term is $-2M(\bar y-\mu)^2$ and the last square contributes $+M(\bar y-\mu)^2$, so
\begin{equation}
\sum_{j=1}^{M}(y_j-\bar y)^2=\sum_{j=1}^{M}(y_j-\mu)^2-M(\bar y-\mu)^2 .
\label{eq:identity}
\end{equation}
Take $y_j=x_j$ and $M=N$, average, and divide by $N(N-1)$:
\begin{equation}
\langle e_1^2\rangle=\frac{N\sigma^2-NV_N}{N(N-1)}=\frac{\sigma^2-V_N}{N-1}.
\label{eq:naive}
\end{equation}
With $V_N=\sigma^2g(N)/N$ the squared ratio is
\begin{equation}
\frac{V_N}{\langle e_1^2\rangle}
=\frac{g(N)}{N}\,\frac{N-1}{1-g(N)/N}
=\frac{(N-1)\,g(N)}{N-g(N)} .
\label{eq:ratio}
\end{equation}
At fixed $\rho$, letting $N\to\infty$ sends $g(N)$ to $G$ and $(N-1)/(N-g(N))$ to 1. Hence
\begin{equation}
\frac{\sqrt{V_N}}{\sqrt{\langle e_1^2\rangle}}\;\longrightarrow\;\sqrt{\frac{1+\rho}{1-\rho}} .
\label{eq:factor}
\end{equation}

This is a long-series result. It is guaranteed when $N$ is large compared with 1, with $G$ and with $|c|/G=2|\rho|/(1-\rho^2)$. These conditions are sufficient but not necessary: for $N=2$, $g(2)=1+\rho$ makes \eqref{eq:ratio} equal to $G$ exactly. Outside this range the exact ratio \eqref{eq:ratio} is the safe choice.

To settle the direction of the error, note first that the denominator $N-g(N)$ is positive. Indeed, \eqref{eq:pairs} gives $g(N)=1+2\sum_{k=1}^{N-1}(1-k/N)\rho^k$, which for $|\rho|<1$ is less than its value $N$ at $\rho=1$. The ratio \eqref{eq:ratio} therefore exceeds 1 when $(N-1)g(N)>N-g(N)$, that is, when $g(N)>1$. For $\rho>0$ every term of the sum is positive, so $g(N)>1$ and the naive bar is too small. For $\rho<0$ the terms alternate, shrink in magnitude and begin with a negative one. The sum is then negative, $g(N)<1$, and the naive bar is too large.

For a long series the cause is the division by $N$: $s^2$ estimates $\sigma^2$ well on average, but dividing it by $N$ treats all the values as independent. In a short series with $\rho>0$, $s^2$ itself can also lie well below $\sigma^2$ on average.

\section*{Part (d): the blocking curve}

\textbf{Question.} Cut the series into $M=N/b\ge2$ blocks of equal length $b$, with block means $B_1,\dots,B_M$, and form
\begin{equation}
e_b^2=\frac{1}{M(M-1)}\sum_{j=1}^{M}(B_j-\bar x)^2 .
\end{equation}
Find the exact expectation of $e_b^2$ as a function of $b$, for finite $N$ and for $N\to\infty$ at fixed $b$.

\textbf{Answer.} The blocks have equal length, so the average of the $B_j$ is $\bar x$, and \eqref{eq:identity} applies with $y_j=B_j$. Each block mean has variance $V_b$, and $\bar x$ has variance $V_N$. Therefore
\begin{equation}
\langle e_b^2\rangle=\frac{MV_b-MV_N}{M(M-1)}=\frac{V_b-V_N}{M-1}.
\label{eq:block}
\end{equation}
Independence of the blocks was not assumed. The form \eqref{eq:block} holds for any stationary series of finite variance; the autoregressive model enters through $V_n$.

To make the dependence on $b$ explicit, multiply by $N$ and use $N/(M-1)=Nb/(N-b)$. From \eqref{eq:V}, $V_n=\sigma^2[G/n-c(1-\rho^n)/n^2]$. The two differences needed are
\begin{equation}
\frac{Nb}{N-b}\left(\frac1b-\frac1N\right)=1,\qquad
\frac{Nb}{N-b}\left(\frac1{b^2}-\frac1{N^2}\right)=\frac1b+\frac1N ,
\end{equation}
and the exact curve is
\begin{equation}
N\langle e_b^2\rangle=\sigma^2\left[G-\frac cb-\frac cN
+\frac{cNb}{N-b}\left(\frac{\rho^b}{b^2}-\frac{\rho^N}{N^2}\right)\right].
\label{eq:exact}
\end{equation}
When $N\to\infty$ at fixed $b$, the terms $c/N$ and $\rho^N$ vanish and $Nb/(N-b)\to b$. What remains is
\begin{equation}
N\langle e_b^2\rangle\;\longrightarrow\;\sigma^2\left[G-\frac{c(1-\rho^b)}{b}\right]=\sigma^2g(b).
\label{eq:infinite}
\end{equation}
The function that gives the error of a mean of $b$ values is thus also the blocking curve of a very long run. It starts at $g(1)=1$, the naive result, and tends to $G$.

The numerical check checks $V_N$ and \eqref{eq:block} without simulation noise, by averaging the estimators over all 4096 sign sequences that can drive a series of 12 values, for positive and negative $\rho$. The largest relative deviation is $6\times10^{-14}$.

\section*{Part (e): rise and plateau}

\textbf{Question.} Let $\rho>0$. Show that $g(b)$ rises with $b$, relate the rise to the correlation of neighbouring blocks, and find how far $\langle e_b^2\rangle$ lies below $V_N$ once $\rho^b$ is negligible.

\textbf{Answer.} In $g(b)=1+2\sum_{k=1}^{b-1}(1-k/b)\rho^k$ the upper limit may be raised to $k=b$, because that term is zero. Subtracting this from $g(b+1)$ gives
\begin{equation}
g(b+1)-g(b)=2\sum_{k=1}^{b}\left(\frac kb-\frac k{b+1}\right)\rho^k
=\frac{2}{b(b+1)}\sum_{k=1}^{b}k\rho^k>0 .
\end{equation}

For the relation to correlations, join two neighbouring blocks whose means have correlation coefficient $r_b$. The joint mean is half the sum of the two, so
\begin{equation}
V_{2b}=\tfrac14\,(V_b+V_b+2r_bV_b)=\tfrac12V_b(1+r_b).
\end{equation}
Since $V_{2b}=\sigma^2g(2b)/(2b)$ and $V_b=\sigma^2g(b)/b$, this means
\begin{equation}
g(2b)=g(b)\,(1+r_b).
\label{eq:double}
\end{equation}
Each doubling raises $g$, the blocking curve of a very long run, by the fraction $r_b$. The curve flattens when neighbouring block means are nearly uncorrelated.

For the shortfall, use $V_b/V_N=Mg(b)/g(N)$ in \eqref{eq:block}:
\begin{equation}
1-\frac{\langle e_b^2\rangle}{V_N}
=1-\frac{Mg(b)/g(N)-1}{M-1}
=\frac{M}{M-1}\,\frac{g(N)-g(b)}{g(N)} .
\end{equation}
This is positive because $g$ rises, so every finite block length underestimates the squared error on average. If $\rho^b$ is negligible, then so is $\rho^N$, and $g(N)-g(b)\simeq c(1/b-1/N)=c(M-1)/N$. With $M/N=1/b$,
\begin{equation}
1-\frac{\langle e_b^2\rangle}{V_N}\simeq\frac{c}{b\,g(N)} .
\label{eq:short}
\end{equation}
The correlations decay exponentially, but the plateau is approached only as $1/b$. The reason is that values near a block boundary stay correlated with values across it, and the share of such values in a block falls as $1/b$.

The $1/b$ term can be removed. In the same regime \eqref{eq:exact} reads $N\langle e_b^2\rangle\simeq\sigma^2(G-c/b-c/N)$, and therefore
\begin{equation}
2\langle e_{2b}^2\rangle-\langle e_b^2\rangle\simeq\frac{\sigma^2}{N}\left(G-\frac cN\right)\simeq V_N .
\label{eq:extra}
\end{equation}

\section*{Part (f): the error of the error bar}

\textbf{Question.} Suppose the blocks are long enough for the $B_j$ to be treated as independent, and let them be Gaussian. What is the relative scatter of $e_b^2$ and of $e_b$ from run to run?

\textbf{Answer.} Regard the deviations $B_j-\mu$ as the components of a vector in $M$ dimensions, and rotate the axes so that the first points along $(1,\dots,1)/\sqrt M$. The rotated components $u_1,\dots,u_M$ are again independent Gaussians of variance $V_b$, and $u_1^2=M(\bar x-\mu)^2$. By \eqref{eq:identity},
\begin{equation}
\sum_{j=1}^{M}(B_j-\bar x)^2=\sum_{i=2}^{M}u_i^2 .
\end{equation}
Each $u_i^2$ has mean $V_b$ and variance $3V_b^2-V_b^2=2V_b^2$. The sum of $M-1$ such terms has mean $(M-1)V_b$ and standard deviation $\sqrt{2(M-1)}\,V_b$, so
\begin{equation}
\frac{\Delta(e_b^2)}{\langle e_b^2\rangle}=\sqrt{\frac{2}{M-1}},\qquad
\frac{\Delta e_b}{e_b}\simeq\frac{1}{\sqrt{2(M-1)}} .
\label{eq:scatter}
\end{equation}
The second formula follows from $\Delta(e_b^2)\simeq2e_b\,\Delta e_b$ and needs small relative fluctuations, hence many blocks. Longer blocks reduce the bias \eqref{eq:short} but leave fewer blocks and so increase the scatter. The result rests on Gaussian block means; local energies with heavy tails can make $e_b^2$ scatter much more.

\section*{Part (g): numbers}

\textbf{Question.} A model series with Gaussian noise has $\rho=0.8$, $\sigma=0.5$ hartree (Ha) and $N=2048$. Find the true error and the rms naive bar. Then discuss the blocking curve and the choice of block length.

\textbf{Answer.} Here $G=1.8/0.2=9$ and $c=1.6/0.04=40$. The long-series factor \eqref{eq:factor} is 3. For the actual length, $g(N)=9-40/2048=8.9805$, and
\begin{align}
V_N&=\frac{0.25\times8.9805}{2048}\ \text{Ha}^2=1.096\times10^{-3}\ \text{Ha}^2,\\
\langle e_1^2\rangle&=\frac{0.25-0.001096}{2047}\ \text{Ha}^2=1.216\times10^{-4}\ \text{Ha}^2 .
\end{align}
The square roots are a true error of 33.1 mHa and a naive bar of 11.0 mHa. Their ratio is 3.003. The 2048 values are worth $2048/8.9805\simeq228$ independent ones.

The table gives the expected blocking curve and the result of one simulated run. The last column is half the relative scatter of $e_b^2$, computed from the full covariance of the block means. It estimates the relative scatter of $e_b$.

\begin{center}
\begin{tabular}{rrrrrr}
$b$ & $g(b)$ & $r_b$ & $\sqrt{\langle e_b^2\rangle}$ & one run & scatter\\
 & & & (mHa) & (mHa) & (\%)\\
1 & 1.000 & 0.800 & 11.0 & 11.0 & 3.3\\
2 & 1.800 & 0.720 & 14.8 & 14.6 & 3.7\\
4 & 3.096 & 0.563 & 19.4 & 19.1 & 4.1\\
8 & 4.839 & 0.358 & 24.3 & 23.9 & 5.0\\
16 & 6.570 & 0.180 & 28.3 & 27.1 & 6.5\\
32 & 7.751 & 0.081 & 30.7 & 29.4 & 9.0\\
64 & 8.375 & 0.037 & 31.9 & 28.8 & 12.7\\
128 & 8.688 & 0.018 & 32.5 & 30.5 & 18.3\\
256 & 8.844 & 0.009 & 32.8 & 37.1 & 26.7
\end{tabular}
\end{center}

The doubling rule \eqref{eq:double} can be followed down the table: $1.800\times1.720=3.096$, for example. At $b=64$, \eqref{eq:short} gives a shortfall of $40/(64\times8.9805)=7.0\%$ in the squared bar, which is 3.5\% in the rms bar. The scatter there is $1/\sqrt{2\times31}=12.7\%$ by \eqref{eq:scatter}. At $b=32$ the bar is 7\% short and scatters by 9\%. Either length is a reasonable compromise for this run; at $b=256$ the remaining bias of the squared bar is small, but eight blocks determine the bar poorly.

The single run shows no clean plateau. Its bar falls between $b=32$ and $b=64$ and climbs to 37.1 mHa at $b=256$. Each entry nevertheless lies within one scatter of the expected curve, so neither the dip nor the final climb is evidence of further correlations. The combination \eqref{eq:extra}, applied to the expected bars at $b=32$ and $64$, gives $\sqrt{2\times31.937^2-30.721^2}=33.1$ mHa, the true error. For a single run this combination has a scatter of its own, which \eqref{eq:scatter} does not describe.

The practical consequence appears in how often the interval $\bar x\pm e_b$ contains $\mu$. A Gaussian mean with a correct, fixed bar gives 68.3\%. A fixed bar too small by the factor 3.003 gives $\operatorname{erf}\!\left(1/(3.003\sqrt2)\right)=26.1\%$. In 4000 simulated runs the naive bar covered $\mu$ in 26.7\% of cases and the bar from $b=64$ in 66.5\%. The sampling uncertainty of these percentages is about 0.7 points. Blocking has thus restored most of the lost coverage, although its bar is still slightly short on average and fluctuates from run to run.

\section*{Computed values}
\begin{verbatim}
rho = 0.8 (dimensionless)
sigma = 0.5 Ha
series length N = 2048 values
G = 9.0000 (dimensionless)
c = 40.0000 (dimensionless)
sqrt(G) = 3.0000 (dimensionless)
g(N) = 8.9805 (dimensionless)
effective number of values N/g(N) = 228.1
rms naive error bar = 11.027 mHa
true error of mean = 33.110 mHa
true error / rms naive bar = 3.0026 (dimensionless)
Blocking table: b, M, g(b), r_b, rms expected bar (mHa),
  bar from one run (mHa), relative scatter of bar (percent,
  half the relative scatter of the squared bar)
   1  2048   1.0000   0.8000   11.027   10.950    3.33
   2  1024   1.8000   0.7200   14.794   14.625    3.67
   4   512   3.0960   0.5629   19.404   19.072    4.15
   8   256   4.8389   0.3578   24.263   23.930    4.98
  16   128   6.5704   0.1797   28.280   27.130    6.47
  32    64   7.7510   0.0805   30.721   29.444    8.96
  64    32   8.3750   0.0373   31.937   28.778   12.72
 128    16   8.6875   0.0180   32.528   30.510   18.26
 256     8   8.8438   0.0088   32.820   37.102   26.73
b = 64: shortfall of squared bar = 6.96 %
b = 64: shortfall of rms bar = 3.54 %
number of simulated runs = 4000
simulated error of mean = 32.665 mHa
coverage, naive bar, simulated = 26.7 %
coverage, naive bar, predicted = 26.1 %
coverage, b = 64 bar, simulated = 66.5 %
coverage, ideal Gaussian bar = 68.3 %
enumeration test: series length = 12 values
enumeration test: sign sequences = 4096
enumeration test: largest rel. deviation = 5.6e-14
\end{verbatim}
